Why a stiffer polishing pad reduces dishing but can worsen wafer uniformity

**Q:** When I change to a stiffer pad, my copper lines dish less, but the film left across the wafer becomes less even. How can one change do both?

**A:** A simple elastic model shows how both effects can arise from the pressure a pad develops when the surface pushed into it is not flat. Take a pad of thickness h, Young's modulus E and Poisson ratio ν < 1/2, glued to a rigid flat platen. The wafer is rigid, slopes are small, and contact is complete and frictionless. Asperities, slurry flow, viscoelasticity and wafer-edge effects are left out. A real pad is rough and touches the wafer mainly at its asperities, so the depths below illustrate trends and are not predictions for a particular pad. The load fixes the mean pressure p0.

Let ζ be the wafer surface height, positive towards the pad. By linearity, a height ζ_q cos(qx) adds a pressure K(q)ζ_q cos(qx). A large K means that the pad strongly resists following that shape. The equations contain no ħ, so they keep their form in atomic units.

**Q:** How do you find K without guessing whether the pad acts as a spring or a thick block?

**A:** Solve the elastic problem through its depth. Let z run from the platen to the pad surface, with s = qz and a = qh. Write u_x = U(s) sin qx and u_z = W(s) cos qx. Equilibrium reads

(1−2ν)∇²u + ∇Θ = 0, Θ = ∇·u.

Its divergence gives ∇²Θ = 0, so Θ is a combination of cosh s and sinh s times cos qx. Choose its constants as

Θ = 2(1−2ν)q (A cosh s + B sinh s) cos qx.

With primes for d/ds, the two components of equilibrium become

W″ − W = −2(A sinh s + B cosh s)
U″ − U = 2(A cosh s + B sinh s).

Since (s sinh s)″ − s sinh s = 2 cosh s, and likewise with sinh and cosh exchanged, the solutions vanishing at the platen are

W = −A s cosh s − B s sinh s + C sinh s
U = A s sinh s + B s cosh s + D sinh s.

They must reproduce Θ = q(U + W′) cos qx. The terms containing s cancel, leaving C − A = 2(1−2ν)A and D − B = 2(1−2ν)B. Hence C = χA and D = χB, with χ = 3−4ν.

At the pad surface write c = cosh a and b = sinh a. Zero shear means U′ − W = 0, which after division by 2 is

A[ac − (1−2ν)b] + B[2(1−ν)c + ab] = 0.

The overall scale cancels from K, so take

A = 2(1−ν)c + ab, B = (1−2ν)b − ac.

The normal stress is σ_zz = 2μ∂u_z/∂z + λΘ, with λ = 2μν/(1−2ν). Its amplitude obeys

σ/(2μq) = W′ + 2ν(Ac + Bb)
= A[2(1−ν)c − ab] − B[(1−2ν)b + ac]
= 4(1−ν)²c² − (1−2ν)²b² + a²,

where c² − b² = 1 was used. The surface displacement is

W = A(χb − ac) − Bab
= 2(1−ν)[χbc − a(c² − b²)]
= 2(1−ν)(χbc − a).

Pressure is −σ_zz and the imposed height is −u_z, so the two minus signs cancel and K = σ/W. With μ = E/[2(1+ν)] and E* = E/(1−ν²), we have μ/(1−ν) = E*/2. Double-angle identities then give

K(q) = (E*q/2) [(3−4ν)cosh 2a + 2a² + 5 − 12ν + 8ν²] / [(3−4ν)sinh 2a − 2a].

This formula was tested against a direct matrix solution of the elastic equations at several values of a = qh and of ν.

**Q:** What does it say about a narrow line and about a whole wafer?

**A:** For wavelengths much shorter than the pad thickness, a ≫ 1, the fraction tends to 1:

K → E*q/2.

The pad then acts as a thick elastic block. For a ≪ 1 the numerator tends to 8(1−ν)² and the denominator to 4(1−2ν)a, so

K → E*(1−ν)²/[(1−2ν)h] = M/h,
M = E(1−ν)/[(1+ν)(1−2ν)].

The pad then acts as a bed of springs, each compressed without sideways expansion. This limit needs a² ≪ 1−2ν, so it sets in later for a nearly incompressible pad: at a = 0.42, K is 0.99 M/h for ν = 0.30 but only 0.77 M/h for ν = 0.45. At fixed ν and h, K is proportional to E at every wavelength. A stiffer pad therefore resists both the small recess and the long wafer wave more strongly.

**Q:** Start with the recess. What decides how deep it becomes?

**A:** Consider parallel metal lines of pitch L and area fraction φ. By Preston's law at fixed speed, removal rate is proportional to local pressure. At equal pressure, let the metal be removed S times as fast as the dielectric, with S > 1. Dishing stops growing when both recede equally, which requires p_d = S p_m. The load requires φp_m + (1−φ)p_d = p0. Solving these,

p_m = p0/[φ + (1−φ)S]
Δp = p_d − p_m = p0(S−1)/[φ + (1−φ)S].

This pressure difference does not contain E. The recess must become deep enough for the pad to produce it, and a stiff pad does so with a shallower recess. That is what bridging means here: the pad presses less on the metal while still touching it.

**Q:** Can you turn that into a depth?

**A:** Put x = 0 at a metal centre and q_n = 2πn/L. The pressure is lower by Δp over a width φL, so its cosine coefficient is

−(2Δp/L) ∫ cos(q_n x) dx = −2Δp sin(nπφ)/(nπ),

with the integral from −φL/2 to φL/2. For L ≪ h, divide by K(q_n) = πnE*/L:

ζ(x) = constant − (2LΔp/π²E*) Σ_n sin(nπφ) cos(q_n x)/n².

The centre-to-centre dishing is d = ζ(L/2) − ζ(0). The difference of cosines supplies 1 − (−1)ⁿ, which is 2 for odd n and 0 for even n. Thus

d = (4LΔp/π²E*) Σ_odd sin(nπφ)/n².

At φ = 1/2 the sum is 1 − 1/9 + 1/25 − …, Catalan's constant, 0.916. Steady dishing falls as 1/E.

**Q:** Does the surface really reach that state, and does stiffness help from the first moment?

**A:** It reaches it as long as contact holds. Measure progress by R, the depth that metal would lose at pressure p0. Let r = 1 on metal and r = 1/S on dielectric. A deviation η from the steadily receding shape obeys

dη/dR = −r Kη/p0,

where Kη is the pressure change caused by η. Multiply by Kη and integrate over one pitch. Since K is symmetric,

d/dR [½∫ηKη dx] = −∫r(Kη)² dx/p0 ≤ 0.

The elastic energy of the deviation decreases until Kη = 0, when η is a uniform shift and the dishing is the steady one.

Stiffness does not help at the very start. On a flat surface the pressure is p0 everywhere, so to leading order the dishing is (1−1/S)R for any pad. The benefit appears once the recess has redistributed the pressure.

**Q:** Give me numbers for two pads.

**A:** These are round model parameters. The two moduli, about 10 and 38 MPa, lie below the few hundred MPa typical of bulk hard polyurethane pads. The soft pad has E = 6.0×10⁻⁵ eV/Å³ and the stiff one four times that. Both have ν = 0.30 and h = 2.0×10⁷ Å. Take p0 = 1.2×10⁻⁷ eV/Å³, L = 10⁶ Å, φ = 0.5 and S = 3. Then

Δp = p0 × 2/(0.5 + 1.5) = 1.2×10⁻⁷ eV/Å³,

with 0.5p0 on metal and 1.5p0 on dielectric. Both are positive, as contact requires. For the soft pad E* = 6.593×10⁻⁵ eV/Å³, so

d = 4 × 10⁶ × 1.2×10⁻⁷ × 0.916/(9.870 × 6.593×10⁻⁵) ≈ 676 Å,

or 1277 bohr. The stiff pad gives 169 Å, or 319 bohr. Evolving an initially flat surface numerically leads to the same depths.

At R = 500 Å, uniform pressure would give 333 Å of dishing. The soft pad has reached 271 Å and the stiff pad 147 Å. At R = 1 Å they agree to about 0.1%, at 0.67 Å. A very short overpolish would hardly distinguish these pads.

**Q:** Now the wafer. Why should the same stiffness hurt there?

**A:** Suppose the wafer beneath a uniform film has a residual wave H cos Qx. The film surface has the same wave, so the relative pressure ripple is initially K(Q)H/p0. It must stay below 1 for full contact. Crests are polished faster than valleys.

For this single-material film, let R be the mean depth removed. The surface amplitude Z obeys

dZ/dR = −K(Q)Z/p0, so Z = H e^(−γ), γ = K(Q)R/p0.

The film thickness is the surface height minus the substrate height. Its wave amplitude is therefore

H e^(−γ) − H = −H(1 − e^(−γ)).

The minus sign means thinner film over the crests. The magnitude grows with γ, and hence with E. The stiff pad flattens the outer surface, but uniform thickness on a wavy wafer needs an outer surface that remains wavy.

**Q:** How large is this for the same pads?

**A:** Take a wavelength of 3×10⁸ Å, H = 2000 Å, and a film of 8000 Å from which 5000 Å is removed. For the soft pad K(Q) = 4.00×10⁻¹² eV/Å⁴, so the initial ripple is

4.00×10⁻¹² × 2000/(1.2×10⁻⁷) = 6.7%.

Also γ = 4.00×10⁻¹² × 5000/(1.2×10⁻⁷) = 0.167, giving a thickness amplitude of 307 Å, or 580 bohr. The stiff pad has a ripple of 26.7%, γ = 0.667 and an amplitude of 973 Å, or 1839 bohr. Relative to the 3000 Å mean film remaining, these amplitudes are about 10% and 32%.

These numbers need a wafer held against a rigid backing. With that backing the ripple reaches 1 at E ≈ 9×10⁻⁴ eV/Å³, about 144 MPa, so a harder pad would lose full contact with this wave. A silicon wafer 0.775 mm thick has a bending stiffness of about 7 to 8×10⁻¹² eV/Å⁴ at this 3 cm wavelength, depending on crystal direction, comparable with K. Under a uniform back pressure it bends, and its compliance adds to the pad's. With the upper value the amplitudes fall to about 210 Å and 400 Å, the stiff pad's still the larger. The bending stiffness scales as Q⁴, so at a 10 cm wavelength both amplitudes are only about 5 Å. For a wafer free to bend, this mechanism concerns waviness of a few centimetres or less, and it does not explain variation on the scale of the whole wafer.

**Q:** Then should I always expect worse wafer uniformity from a stiff pad?

**A:** No. Suppose the wafer is flat and the incoming film has the thickness wave H. The surface wave is then the thickness wave, and H e^(−γ) remains. With the same numbers, 1693 Å remains under the soft pad and 1027 Å under the stiff one, so the stiff pad is better.

If the substrate has amplitude H_s and the film an in-phase amplitude H_f, both positive, the final thickness amplitude is

(H_s + H_f)e^(−γ) − H_s.

It vanishes at γ = ln(1 + H_f/H_s). For a given removal R this defines a best stiffness, and going beyond it overcorrects the film. The pad must also keep full contact at that stiffness, which requires (H_s + H_f) ln(1 + H_f/H_s) < R. You need to know whether the unevenness comes from the wafer or from the deposition.

**Q:** If the wafer is wavy, can I have low dishing without paying the full price?

**A:** For a rigidly backed wafer, changing E alone trades one against the other. Steady dishing varies as 1/E and the initial ripple as E, so their product is fixed: 45.0 Å for both pads. The final thickness amplitude saturates towards H, so here it grows about 3.2 times while steady dishing falls four times. For a wafer that bends, the ripple grows more slowly than E and the product is not fixed. After a short overpolish, dishing falls more slowly than 1/E, and the product is larger for the stiff pad.

A stiff layer on a soft one changes the balance. Short-wave deformation decays with depth as e^(−qz′), apart from powers of depth, where z′ is measured from the polishing surface. The lines therefore feel the top layer. Under a long wave, both layers carry nearly the same pressure and their compressions add:

1/K → h₁/M₁ + h₂/M₂.

With half the thickness in each material, this limiting K is 1/(1/2 + 1/8) = 1.6 times that of the soft pad, instead of 4 times. The full elastic solution at the chosen wavelength lies about 1% below this limit. The stack keeps the stiff pad's steady dishing of 169 Å, while the thickness amplitude on the wavy wafer is 468 Å, or 884 bohr, instead of 973 Å. The product falls to 18.0 Å.

The advantage shrinks if the pattern pitch L grows to a few times the top-layer thickness h₁. Then qh₁ = 2πh₁/L is no longer large, and the lines feel the soft layer too. If the pad loses contact with a recess, the linear pressure law fails and a contact problem with an unknown boundary must be solved. The numerical output lists the values for all three pads.

Computed values

```
soft pad modulus: 6.00e-05 eV/A^3
stiff pad modulus: 2.40e-04 eV/A^3
Poisson ratio: 0.30
total pad thickness: 2.00e+07 A
mean pressure: 1.20e-07 eV/A^3
line pitch: 1.00e+06 A; metal fraction: 0.50
metal/dielectric rate ratio: 3.0
steady metal pressure / mean: 0.500
steady dielectric pressure / mean: 1.500
Catalan constant: 0.915966
soft plane modulus E*: 6.5934e-05 eV/A^3
soft dishing, formula: 675.63 A
soft dishing, evolution: 675.64 A = 1276.8 bohr
soft dishing at R = 500 A: 270.82 A
soft dishing at R = 1 A: 0.6664 A
stiff plane modulus E*: 2.6374e-04 eV/A^3
stiff dishing, formula: 168.91 A
stiff dishing, evolution: 168.91 A = 319.2 bohr
stiff dishing at R = 500 A: 147.13 A
stiff dishing at R = 1 A: 0.6657 A
wafer wavelength: 3.00e+08 A
wafer height amplitude: 2000 A
wafer wave number times pad thickness: 0.4189
initial film: 8000 A; removed: 5000 A
soft K at wafer wavelength: 3.9995e-12 eV/A^4
soft long-wave limit of K: 4.0385e-12 eV/A^4
soft initial pressure ripple / mean: 6.67 %
soft final film amplitude, wavy wafer: 307.0 A = 580.1 bohr
soft final film amplitude, flat wafer and uneven film: 1693.0 A
soft dishing times relative ripple: 45.037 A
stiff K at wafer wavelength: 1.5998e-11 eV/A^4
stiff long-wave limit of K: 1.6154e-11 eV/A^4
stiff initial pressure ripple / mean: 26.66 %
stiff final film amplitude, wavy wafer: 973.1 A = 1838.9 bohr
stiff final film amplitude, flat wafer and uneven film: 1026.9 A
stiff dishing times relative ripple: 45.037 A
stack K at wafer wavelength: 6.3931e-12 eV/A^4
stack long-wave limit of K: 6.4615e-12 eV/A^4
stack initial pressure ripple / mean: 10.66 %
stack final film amplitude, wavy wafer: 467.7 A = 883.8 bohr
stack final film amplitude, flat wafer and uneven film: 1532.3 A
stack dishing times relative ripple: 17.998 A
stack steady dishing: 168.91 A
largest relative error, layer formula: 3.3e-16
largest relative error, dishing formula: 2.5e-05
```
